# Why unequal ensemble weights kink at crossings, and root flipping in CASSCF

**Question.** An ensemble energy is built from the lowest eigenstates of a Hamiltonian, with fixed weights assigned in order of energy. Why does it acquire a kink where two levels cross if their weights differ, and not if they are equal? What has this to do with root flipping in state-averaged CASSCF?

**Answer.**

## What changes at a crossing

Let $H(\lambda)$ be a Hamiltonian that depends smoothly on a parameter $\lambda$, such as a nuclear coordinate or the strength of a potential. Its eigenvalues, ordered at every $\lambda$, are $E_0\le E_1\le\dots$. The ensemble energy is

$$E_w(\lambda)=\sum_k w_kE_k(\lambda),\qquad w_0\ge w_1\ge\dots\ge0,\qquad \sum_k w_k=1 .$$

When two levels cross, each state continues smoothly, but the states exchange their places in the order. The weights belong to the places, so the states exchange weights. If the weights differ, the ensemble suddenly contains more of one state and less of the other. The energy is continuous, because the two states are degenerate at that point, but its slope is not. If the weights are equal, the exchange changes nothing.

Why not let each weight follow its state? Because the ensemble would lose its variational principle. Let $S_j=E_0+\dots+E_{j-1}$ be the sum of the lowest $j$ levels. For orthonormal trial states $\phi_0,\dots,\phi_{j-1}$, let $p_l=\sum_{k<j}|\langle l|\phi_k\rangle|^2$ be the total occupation of eigenstate $l$. Then $0\le p_l\le1$ and $\sum_lp_l=j$. Subtracting $E_{j-1}(\sum_lp_l-j)=0$ gives

$$\sum_{k<j}\langle\phi_k|H|\phi_k\rangle-S_j=\sum_{l<j}(E_l-E_{j-1})(p_l-1)+\sum_{l\ge j}(E_l-E_{j-1})p_l\ \ge0,$$

since the factors in the first sum are both nonpositive and those in the second both nonnegative. Any weighted sum can be regrouped into such partial sums. With $w_M=0$ after the last included state,

$$E_w=\sum_{j=1}^{M}(w_{j-1}-w_j)\,S_j ,\tag{1}$$

because the coefficient of $E_k$ on the right is $\sum_{j>k}(w_{j-1}-w_j)=w_k$. For nonincreasing weights all coefficients in (1) are nonnegative, so the inequalities add up to the Gross–Oliveira–Kohn principle, $\sum_kw_k\langle\phi_k|H|\phi_k\rangle\ge E_w$. Weights that follow the states give a smooth curve, but past the crossing the larger weight sits on the higher state and the energy is no longer the minimum.

## The size of the kink

Equation (1) also shows where kinks can arise. Write $S_j=\mathrm{Tr}(P_jH)$, where $P_j$ projects on the lowest $j$ states:

$$P_j=\frac{1}{2\pi i}\oint\frac{dz}{z-H(\lambda)},$$

with a contour around these $j$ eigenvalues alone. While a gap separates $E_{j-1}$ from $E_j$, the contour can be held fixed for small changes of $\lambda$, and $S_j$ is smooth. Crossings among the lowest $j$ levels do not matter.

Now let levels $k$ and $k+1$ cross, isolated from the others. Their smooth continuations have mean $m$ and difference $\Delta$, with $\Delta=0$ and $d\Delta/d\lambda=s\neq0$ at the crossing. The ordered levels are

$$E_k=m-\tfrac12|\Delta|,\qquad E_{k+1}=m+\tfrac12|\Delta| .$$

In (1) only $S_{k+1}$, which contains the lower level without the upper one, is not smooth. The slope of $|\Delta|$ goes from $-|s|$ to $+|s|$, a jump of $2|s|$, so the slope of $S_{k+1}$ jumps by $-|s|$. Its coefficient is $w_k-w_{k+1}$, hence

$$\left.\frac{dE_w}{d\lambda}\right|_{+}-\left.\frac{dE_w}{d\lambda}\right|_{-}=-(w_k-w_{k+1})\,|s| .\tag{2}$$

This also shows the condition on the claim about equal weights. If $M$ states have weight $1/M$, then $E_w=S_M/M$, which is smooth while the gap above the last included state stays open. If that state crosses the first excluded one, the weights at the crossing are $1/M$ and $0$, and the slope jumps by $-|s|/M$. Equal weights protect against crossings inside the set, not at its edge.

## The density and avoided crossings

In ensemble density functional theory the kink is a statement about the density. Take $H=H_0+\lambda D$, where $D$ is a one-body potential. Away from degeneracy the Hellmann–Feynman theorem gives $dE_w/d\lambda=\sum_kw_k\langle D\rangle_k$, which depends on the states only through the ensemble density. If state $a$ lies below $b$ before the crossing and above it afterwards, the density jumps by

$$(w_k\rho_b+w_{k+1}\rho_a)-(w_k\rho_a+w_{k+1}\rho_b)=(w_k-w_{k+1})(\rho_b-\rho_a).$$

At the crossing itself, any rotation of the degenerate pair gives the same energy. With unequal weights the rotations can give different densities, so the minimizing density need not be unique. With equal weights only the projector on the pair enters, and a rotation leaves it unchanged.

If a coupling turns the crossing into an avoided one, the kink becomes a narrow bend. For $H$ linear in $\lambda$, second-order perturbation theory gives $E_k''=2\sum_{l\ne k}|D_{kl}|^2/(E_k-E_l)$. In the weighted sum each pair $k<l$ occurs twice, with opposite denominators:

$$E_w''=-2\sum_{k<l}(w_k-w_l)\frac{|D_{kl}|^2}{E_l-E_k}.\tag{3}$$

A pair of equal weight cancels, however small its gap. For unequal weights the term grows as the inverse gap. In the two-level model with minimum gap $g$, $|\Delta|$ is replaced by $\sqrt{s^2\lambda^2+g^2}$. The bend then has a width of order $g/|s|$, and the slope changes across it by the same total amount as in (2).

## A crossing in numbers

Take a Hubbard ring of four sites, numbered 0 to 3, with two spin-up electrons and one spin-down electron. The hopping energy $t$ is the unit of energy, and the on-site repulsion is $U=2t$. The potential is $\lambda D$ with $D=(n_0+n_2-n_1-n_3)/2$. Two states of different reflection symmetry are degenerate at $\lambda=0$, at $-3.2093\,t$; the next level lies at $-2.0000\,t$. Call them odd and even, by their behaviour when sites 0 and 2 are exchanged. In the simplest picture two electrons fill the bonding orbital, and the third sits on sites 0 and 2 (odd) or on sites 1 and 3 (even).

The levels have slopes $\pm0.3708$, so $|s|=0.7415$. For weights $(0.7,0.3)$, equation (2) gives

$$-(0.7-0.3)(0.7415)=-0.2966,$$

in agreement with finite differences of the exact eigenvalues of the model. The occupation of site 0 drops from 0.824 to 0.676. For weights $(0.5,0.5)$ the slope jump vanishes and the occupation is 0.750 on both sides. At $\lambda=0.1\,t$ the ordered ensemble has energy $-3.2251\,t$; keeping the weight 0.7 on the odd state gives $-3.1954\,t$, which is higher, as it must be.

Alternating the hoppings as $t(1\pm\delta)$ couples the two states. For $\delta=0.02$ the gap is $0.0734\,t$ and $|D_{01}|=0.3707$, so the pair contributes

$$-2(0.4)\frac{(0.3707)^2}{0.0734}\approx-1.50\,t^{-1}$$

to a total curvature of $-1.70\,t^{-1}$. Halving $\delta$ halves the gap and brings the total to $-3.19\,t^{-1}$. With equal weights the curvature is $-0.199\,t^{-1}$ in both cases; it comes from coupling to states outside the ensemble.

The edge case occurs higher in the same spectrum. An equal-weight ensemble of 11 states whose last member crosses the twelfth, with $|s|=0.3184$, has a slope jump of $-0.3184/11=-0.0289$. Including the twelfth state removes it.

## The same crossing in orbital space

In state-averaged CASSCF, the roots $E_k(\kappa,\lambda)$ are eigenvalues of $H$ projected on the determinants of the active space, and they depend on the orbital parameters $\kappa$ as well as on geometry. One minimizes $\sum_kw_kE_k(\kappa,\lambda)$ over $\kappa$. The projected matrix is smooth in $\kappa$, so the argument leading to (2) holds with an orbital rotation in place of $\lambda$. Roots can exchange order while the orbitals are being optimized, at fixed geometry. This is root flipping. Along a single parameter, a true crossing generally needs roots of different symmetry, which is the case treated below; roots of the same symmetry generally avoid each other, and the kink is then replaced by a narrow bend as in (3).

Consider one rotation angle $\theta$ and a mirror symmetry that exchanges the two states when $\theta\to-\theta$. To second order, with $\alpha>0$ and $b>0$,

$$E_{\rm odd}=e-\alpha\theta+\tfrac12b\theta^2,\qquad E_{\rm even}=e+\alpha\theta+\tfrac12b\theta^2 .$$

Each state wants its own orbitals, at $\theta=\pm\alpha/b$. The ordered roots are $e\mp\alpha|\theta|+\frac12b\theta^2$, and since $w_0+w_1=1$ their average is

$$E_{\rm SA}(\theta)=e-(w_0-w_1)\,\alpha|\theta|+\tfrac12b\theta^2 .\tag{4}$$

Three choices of weights show what can happen.

*The second root alone*, $w=(0,1)$. The slope now jumps up at $\theta=0$: $E_{\rm SA}=e+\alpha|\theta|+\frac12b\theta^2$ has a V-shaped minimum at $\theta=0$, where the gradient does not vanish from either side. Suppose one diagonalizes, then optimizes the orbitals with the CI vector frozen, and repeats. For $\theta>0$ the second root is the even state, whose preferred orbitals lie at $\theta<0$. There the odd state is the second root, and it asks for $\theta>0$. The procedure can therefore alternate without converging.

*Unequal decreasing weights*. The slope jumps down at $\theta=0$, from positive to negative, so this point is a local maximum between two minima. For $\theta>0$, setting the derivative of (4) to zero gives $-(w_0-w_1)\alpha+b\theta=0$. With its mirror image,

$$\theta^*=\pm\frac{(w_0-w_1)\alpha}{b},\qquad E_1-E_0=2\alpha|\theta^*|=\frac{2(w_0-w_1)\alpha^2}{b}.\tag{5}$$

The optimization can converge, but to a minimum that depends on the starting orbitals. These orbitals favour one state, so the degeneracy is replaced by a spurious gap.

*Equal weights*. The term in $|\theta|$ vanishes. The single minimum at $\theta=0$ treats both states alike, and the degeneracy survives.

## From orbitals back to the energy surface

Now vary $\lambda$ and optimize the orbitals at each value. For $w_0\ge w_1$, giving the larger weight to the lower root is the cheaper of the two assignments:

$$w_0E_0+w_1E_1=\min\big(w_0E_{\rm odd}+w_1E_{\rm even},\;w_1E_{\rm odd}+w_0E_{\rm even}\big).$$

Minimizing over $\theta$ as well, in either order, gives $\min(G_{\rm odd},G_{\rm even})$, where each $G$ is the orbital minimum of one fixed assignment. Each $G$ is smooth in $\lambda$ as long as its minimum is isolated with a nonsingular orbital Hessian. Where the two curves cross, the lowest solution switches from one to the other. The averaged energy is continuous with a kink, while the orbitals jump. With equal weights the two assignments coincide, and there is no switch.

Here the two theories differ. In the exact ensemble the weights do not affect the eigenstates, so unequal weights leave the individual levels continuous and the crossing intact. In CASSCF the weights shape the orbitals, and through them every root.

## Root flipping in numbers

In the ring, let the bonding orbital $(1,1,1,1)/2$ mix with the antibonding orbital $(1,-1,1,-1)/2$. The active space holds $\cos\theta$ times the first minus $\sin\theta$ times the second, together with the two orbitals of the third electron; the orthogonal mixture is excluded. For $\theta>0$ the doubly filled orbital moves toward sites 1 and 3. This lowers its repulsion with the third electron of the odd state, which explains the sign of $\alpha$.

A single determinant gives the sizes. The repulsion between the third electron and the opposite-spin electron is $\frac U4(1-\sin2\theta)$, of slope $-U/2=-t$ at $\theta=0$. The two paired electrons have hopping energy $-4t\cos2\theta$ and mutual repulsion $\frac U4(1+\sin^22\theta)$, with total curvature $16t+2U=20t$. The full active-space calculation gives $\alpha=1.228\,t$ and $b=19.35\,t$.

For weights $(0.7,0.3)$, equation (5) predicts

$$|\theta^*|=\frac{0.4\times1.228}{19.35}=0.0254,\qquad E_1-E_0=2(1.228)(0.0254)\,t=0.062\,t .$$

Optimizations started at $\theta=\pm0.1$ end at $\pm0.0254$, with a gap of $0.0623\,t$ where the true gap is zero. With equal weights the optimization ends at $\theta=0$ with no gap. For the second root alone, the two-step procedure settles into a cycle between $\theta=-0.0609$ and $+0.0609$, and the symmetry of the root changes at each step.

As a function of $\lambda$, the optimized average has a slope jump of $-0.286$ for unequal weights, close to the $-0.297$ of the exact ensemble, and none for equal weights.

In this symmetric case the two minima have the same ordered energies, with the states interchanged. If the repulsion is $3t$ on sites 0 and 2 and $1t$ on sites 1 and 3, the mirror symmetry is lost. With the orbitals still restricted to the single angle $\theta$, the switch moves to $\lambda=-0.606\,t$. The exact levels cross at $-0.382\,t$; the offset comes from the small active space, since the equal-weight roots also cross at $-0.606\,t$. At the switch the roots themselves jump: from one minimum to the other, $E_0$ changes by $-0.00054\,t$ and $E_1$ by $+0.00126\,t$. The average is unchanged, since $0.7(-0.00054)+0.3(0.00126)=0$ to the digits shown. The roots are $-3.10063\,t$ and $-3.03426\,t$ at $\theta=+0.030$, and $-3.10117\,t$ and $-3.03300\,t$ at $\theta=-0.023$. The restriction to one angle matters here: with unrestricted orbitals and the same unequal weights, a solution about $0.001\,t$ lower exists at this $\lambda$, in which the excluded orbital has different amplitudes on sites 1 and 3. The minimum at $\theta=+0.030$ is a saddle point with respect to that extra rotation. The numbers therefore illustrate a switch between two minima in $\theta$, not between the lowest solutions of the full orbital problem.

## What equal weights do not cure

Individual roots keep their own kinks at a true crossing; equal weights smooth only the sum. A root just outside the average can still flip with the last one inside, in geometry or in orbital space, and the remedy is to include it or to choose a set bounded by a gap. Finally, a smooth objective may still have several orbital minima, or a minimum that becomes unstable as the geometry changes. Such jumps come from the nonlinear orbital problem, and equal weights do not exclude them. In the ring with $U=2t$, a search with unrestricted orbitals at $\lambda=0.05\,t$ found nothing below the symmetric solution for either set of weights.

## Computed values

```
U = 2.0 t; unequal weights [0.7 0.3]; equal weights [0.5 0.5]
lam=0: E0 = -3.209251, E1 = -3.209251, E2 = -2.000000 t
slopes of the crossing levels: -0.370751, 0.370751
relative slope s = 0.741503
unequal: slope jump by finite differences = -0.29660
unequal: site-0 density left, right = 0.82415, 0.67585
equal: slope jump by finite differences = 0.00000
equal: site-0 density left, right = 0.75000, 0.75000
lam=0.1 t: ordered weights -3.225076 t, character-following -3.195416 t
delta=0.02: gap = 0.073411 t, |D01| = 0.37069
delta=0.02, unequal: curvature = -1.69686 1/t
delta=0.02, equal: curvature = -0.19899 1/t
delta=0.01: gap = 0.036706 t, |D01| = 0.37074
delta=0.01, unequal: curvature = -3.19477 1/t
delta=0.01, equal: curvature = -0.19899 1/t
boundary crossing: M = 11 equal weights, relative slope = 0.31836
slope jump with M states = -0.02894; with M+1 states = 0.00000
active space, theta=0: E0 = -3.061553 t, |a| = 1.22761 t, b = 19.35188 t
unequal: slope jump in theta = -0.98209 t
equal: slope jump in theta = 0.00000 t
second root only: slope jump in theta = 2.45521 t
second root only, last 4 theta: -0.06090 0.06090 -0.06090 0.06090 rad
parity of the second root, same steps: +1 -1 +1 -1
equal weights: converged |theta| = 0.00000 rad
unequal, starts +0.1 and -0.1 rad: theta = 0.02538, -0.02538 rad
quadratic estimate of |theta*| = 0.02537 rad
spurious gap, unequal = 0.062297 t; estimate = 0.062300 t
gap at crossing, equal weights = 0.000000 t
optimized average, slope jump in lam: unequal = -0.28557, equal = 0.00000
repulsions 3.0, 1.0 t: switch at lam = -0.606334 t
theta of the two minima = 0.02983, -0.02306 rad
E0, E1 at first minimum = -3.1006260, -3.0342596 t
E0, E1 at second minimum = -3.1011654, -3.0330010 t
unequal, lam=0.05 t: free minus symmetric minimum = -1.33e-14 t
equal, lam=0.05 t: free minus symmetric minimum = -1.78e-14 t
```
